**Stable transition moments: matrix models and hydrogen 1s–2p**

For trial states $\phi=\psi+\delta$, the program examines the plain moment $(\phi_f,D\phi_i)$ and the functional $F$, which adds the residuals $(H-\varepsilon)\phi$ weighted by auxiliary functions $\chi_i,\chi_f$. Here $H$ is the Hamiltonian, $D$ the transition operator and $\varepsilon$ the mean energy of a trial state. In a complex twelve-level model it asserts the full error identity, the positivity bound, and error orders of two for energies, one for the plain moment and two for $F$. It also asserts that moments from a linear variation are second-order accurate when the variational spaces contain good auxiliary functions, and first-order accurate in a control case where they do not. For hydrogen it compares the basis-set corrections with finite-difference solutions on a radial grid, and the exact moment with grid diagonalization. With trial energies wrong by 1%, the plain moment is 24.8% too small, while $F$ with ten auxiliary functions per state is 0.59% too large. The last halving of the exponent errors divides the plain error by 1.98 and the error of $F$ by 3.98.

## Verification by program

```python
"""
Result under test: for trial states phi = psi + delta, energies have second-order
errors, the plain moment <phi_f|D|phi_i> has a first-order error, and
  F = <phi_f|D|phi_i> + <chi_i|(H-eps_i)|phi_i> + <phi_f|(H-eps_f)|chi_f>
has a second-order error. H: Hamiltonian, D: transition operator,
eps = <phi|H|phi>, chi_i and chi_f: auxiliary functions solving
  Q (H-eps_i) Q chi_i = -Q D phi_f,  Q = 1-|phi_i><phi_i|  (and i <-> f).
Part 1 uses complex matrix models, part 2 the hydrogen 1s -> 2p_z moment of z
(lengths in Bohr radii a0, energies in hartree E_h, fixed nucleus).
"""
import numpy as np
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.special import gamma
from scipy.constants import physical_constants, e as charge

# ---------- Part 1: general statements in a matrix model ----------
rng = np.random.default_rng(7)
dim = 12


def random_vector():
    v = rng.normal(size=dim) + 1j * rng.normal(size=dim)
    return v / np.linalg.norm(v)


levels = np.arange(dim) + 0.2 * rng.random(dim)
U = np.linalg.qr(np.array([random_vector() for _ in range(dim)]).T)[0]
H = (U * levels) @ U.conj().T
X = rng.normal(size=(dim, dim)) + 1j * rng.normal(size=(dim, dim))
D = (X + X.conj().T) / 4
one = np.eye(dim)
psi_i, psi_f, E_i, E_f = U[:, 1], U[:, 4], levels[1], levels[4]
M = np.vdot(psi_f, D @ psi_i)


def align(exact, v):
    """Normalize v and make its overlap with the exact state positive."""
    v = v / np.linalg.norm(v)
    overlap = np.vdot(exact, v)
    return v * overlap.conjugate() / abs(overlap)


def energy(v):
    return np.vdot(v, H @ v).real


def auxiliary(state, eps, source):
    P = np.outer(state, state.conj())
    Q = one - P
    return np.linalg.solve(Q @ (H - eps * one) @ Q + P, -Q @ source)


def functional(p_i, p_f, c_i, c_f):
    return (np.vdot(p_f, D @ p_i)
            + np.vdot(c_i, H @ p_i - energy(p_i) * p_i)
            + np.vdot(p_f, H @ c_f - energy(p_f) * c_f))


chi_i0 = auxiliary(psi_i, E_i, D @ psi_f)
chi_f0 = auxiliary(psi_f, E_f, D @ psi_i)
a, b, c, d, w, x = [random_vector() for _ in range(6)]

# exact error identity at large errors, auxiliary functions not orthogonalized
p_i, p_f = align(psi_i, psi_i + 0.4 * a), align(psi_f, psi_f + 0.5 * b)
c_i, c_f = chi_i0 + 0.6 * c, chi_f0 + 0.7 * d
d_i, d_f = p_i - psi_i, p_f - psi_f
identity = (np.vdot(d_f, D @ d_i)
            + M * (np.vdot(psi_i, d_i) + np.vdot(d_f, psi_f))
            + np.vdot(c_i - chi_i0, H @ d_i - E_i * d_i)
            + np.vdot(d_f, (H - E_f * one) @ (c_f - chi_f0))
            - (energy(p_i) - E_i) * np.vdot(c_i, p_i)
            - (energy(p_f) - E_f) * np.vdot(p_f, c_f))
assert abs(functional(p_i, p_f, c_i, c_f) - M - identity) < 1e-11
assert abs(energy(p_i) - E_i - np.vdot(d_i, H @ d_i - E_i * d_i)) < 1e-11


def ritz(exact, columns):
    V = np.linalg.qr(np.array(columns).T)[0]
    vectors = V @ np.linalg.eigh(V.conj().T @ H @ V)[1]
    best = np.argmax(abs(exact.conj() @ vectors))
    return align(exact, vectors[:, best])


def errors(lam):
    """Sizes of all errors when every trial error is proportional to lam."""
    p_i, p_f = align(psi_i, psi_i + lam * a), align(psi_f, psi_f + lam * b)
    e_i, e_f = energy(p_i), energy(p_f)
    s_i, s_f = auxiliary(p_i, e_i, D @ p_f), auxiliary(p_f, e_f, D @ p_i)
    step = auxiliary(p_i, e_i, H @ p_i - e_i * p_i)
    wanted = psi_i / np.vdot(p_i, psi_i) - p_i
    poor = [ritz(psi_i, [psi_i + lam * a, w]), ritz(psi_f, [psi_f + lam * b, x])]
    rich = [ritz(psi_i, [psi_i + lam * a, chi_i0 + lam * c]),
            ritz(psi_f, [psi_f + lam * b, chi_f0 + lam * d])]
    return np.array([
        abs(e_i - E_i),
        abs(np.vdot(p_f, D @ p_i) - M),
        abs(functional(p_i, p_f, chi_i0 + lam * c, chi_f0 + lam * d) - M),
        abs(functional(p_i, p_f, s_i, s_f) - M),
        np.linalg.norm(s_i - chi_i0),
        np.linalg.norm(step - wanted),
        abs(np.vdot(poor[1], D @ poor[0]) - M),
        abs(np.vdot(rich[1], D @ rich[0]) - M)])


orders = np.log2(errors(2e-3) / errors(1e-3))
expected = np.array([2, 1, 2, 2, 1, 3, 1, 2])
assert np.all(abs(orders - expected) < 0.1), orders

# lower bound for H on the complement of a trial ground state
for _ in range(50):
    g = align(U[:, 0], U[:, 0] + 0.5 * random_vector())
    P = np.outer(g, g.conj())
    lowest = np.linalg.eigvalsh((one - P) @ H @ (one - P) + 1e3 * P)[0]
    assert lowest >= levels[0] + levels[1] - energy(g) - 1e-10

names = ["energy", "plain moment", "F, perturbed exact chi", "F, solved chi",
         "solved chi itself", "one-step state correction",
         "Ritz moment, chi not in space", "Ritz moment, chi in space"]
print("Matrix model: measured order of the error")
for name, order in zip(names, orders):
    print(f"  {name}: {order:.3f}")

# ---------- Part 2: hydrogen 1s -> 2p_z ----------
ANGLE = 1 / np.sqrt(3)          # angular factor of cos(theta) between s and p_z
M_exact = 128 * np.sqrt(2) / 243


def norm(p, k):
    """Normalization of r^p exp(-k r) as a reduced radial function."""
    return np.sqrt((2 * k) ** (2 * p + 1) / gamma(2 * p + 1))


def moment(zeta, xi):
    return ANGLE * norm(1, zeta) * norm(2, xi) * gamma(5) / (zeta + xi) ** 5


def basis_correction(l, p0, k0, q0, k1, n):
    """Correction for state r^p0 exp(-k0 r); partner is r^q0 exp(-k1 r);
    auxiliary basis r^(l+1..l+n) exp(-k1 r), made orthogonal to the state."""
    p = np.array([p0] + list(range(l + 1, l + n + 1)), float)
    k = np.array([k0] + [k1] * n, float)
    pp, kk = p[:, None] + p, k[:, None] + k
    scale = np.outer(norm(p, k), norm(p, k))

    def integral(m):
        return scale * gamma(pp + m + 1) / kk ** (pp + m + 1)

    S = integral(0)
    h = (0.5 * (np.outer(p, p) + l * (l + 1)) * integral(-2)
         - 0.5 * (np.outer(p, k) + np.outer(k, p)) * integral(-1)
         + 0.5 * np.outer(k, k) * S - integral(-1))
    eps = h[0, 0]
    source = (ANGLE * norm(p, k) * norm(q0, k1)
              * gamma(p + q0 + 2) / (k + k1) ** (p + q0 + 2))
    B = np.vstack([-S[0, 1:], np.eye(n)])
    K = h - eps * S
    A, g, v = B.T @ K @ B, B.T @ source, (B.T @ K)[:, 0]
    coef = np.linalg.solve(A, -g)
    return coef @ v, eps, (S[0, 1], A[0, 0], g[0], v[0], coef[0])


def stable(zeta, xi, n):
    ci = basis_correction(0, 1, zeta, 2, xi, n)
    cf = basis_correction(1, 2, xi, 1, zeta, n)
    return moment(zeta, xi) + ci[0] + cf[0], ci, cf


# independent radial grid: diagonalization and direct solution for chi
step_r, points = 0.01, 6000
r = step_r * np.arange(1, points + 1)
off = -0.5 / step_r ** 2


def diagonal(l):
    return 1 / step_r ** 2 + l * (l + 1) / (2 * r ** 2) - 1 / r


def grid_ground(l):
    val, vec = eigh_tridiagonal(diagonal(l), np.full(points - 1, off),
                                select="i", select_range=(0, 0))
    return val[0], vec[:, 0] / np.sqrt(step_r)


def grid_correction(l, u, partner):
    hu = diagonal(l) * u
    hu[1:] += off * u[:-1]
    hu[:-1] += off * u[1:]
    eps = step_r * (u @ hu)
    band = np.full((3, points), off)
    band[1] = diagonal(l) - eps
    y = solve_banded((1, 1), band, np.array([ANGLE * r * partner, u]).T)
    chi = -y[:, 0] + y[:, 1] * (u @ y[:, 0]) / (u @ y[:, 1])
    return step_r * (chi @ (hu - eps * u))


E_s, u_s = grid_ground(0)
E_p, u_p = grid_ground(1)
M_grid = abs(ANGLE * step_r * np.sum(u_s * r * u_p))
assert abs(E_s + 0.5) < 1e-4 and abs(E_p + 0.125) < 1e-4
assert abs(M_grid - M_exact) < 2e-4        # grid error of order step_r**2

zeta, xi = 1.1, 0.45
plain = moment(zeta, xi)
F10, ci10, cf10 = stable(zeta, xi, 10)
t_s = norm(1, zeta) * r * np.exp(-zeta * r)
t_p = norm(2, xi) * r ** 2 * np.exp(-xi * r)
assert abs(ANGLE * step_r * np.sum(t_s * r * t_p) - plain) < 1e-6
grid_i, grid_f = grid_correction(0, t_s, t_p), grid_correction(1, t_p, t_s)
assert abs(grid_i - ci10[0]) < 5e-4 and abs(grid_f - cf10[0]) < 5e-4
assert abs(F10 - M_exact) < 0.2 * abs(plain - M_exact)
eps_s, eps_p = ci10[1], cf10[1]
assert abs(eps_s - (zeta ** 2 / 2 - zeta)) < 1e-12
assert abs(eps_p - (xi ** 2 / 2 - xi / 2)) < 1e-12
limit_s, limit_p = (-1 / 2 - 1 / 8) / 2, (-1 / 8 - 1 / 18) / 2
assert eps_s < limit_s and eps_p < limit_p

print(f"Hydrogen trial exponents: zeta={zeta}, xi={xi} 1/a0")
print(f"eps_1s={eps_s:.6f} E_h, error {eps_s + 0.5:.6f} E_h")
print(f"eps_2p={eps_p:.6f} E_h, error {eps_p + 0.125:.6f} E_h")
print(f"positivity limits: s {limit_s:.5f}, p {limit_p:.5f} E_h")
print(f"exact moment of z: {M_exact:.6f} a0 (grid {M_grid:.6f})")
print(f"plain moment: {plain:.6f} a0, error {100*(plain/M_exact-1):.3f} %")
F1, ci1, cf1 = stable(zeta, xi, 1)
print("One auxiliary function b per state, projected to b':")
for tag, res in (("i", ci1), ("f", cf1)):
    ov, A1, g1, v1, co = res[2]
    print(f"  {tag}: overlap <phi|b>={ov:.6f}")
    print(f"  {tag}: <b'|H-eps|b'>={A1:.6f} E_h, source={g1:.6f} a0")
    print(f"  {tag}: <b'|H-eps|phi>={v1:.6f} E_h, coef={co:.6f} a0/E_h")
print("n, correction i, correction f, F (a0), error of F (%)")
for n in (1, 2, 3, 4, 6, 10):
    F, ci, cf = stable(zeta, xi, n)
    print(f"  {n:2d} {ci[0]:.6f} {cf[0]:.6f} {F:.6f} {100*(F/M_exact-1):.4f}")
print(f"grid corrections: i {grid_i:.6f}, f {grid_f:.6f} a0")

print("s, energy error 1s (E_h), plain error (%), F error (%), n=10")
table = []
for s in (1, 0.5, 0.25, 0.125):
    z_s, x_s = 1 + 0.1 * s, 0.5 - 0.05 * s
    F, ci, cf = stable(z_s, x_s, 10)
    table.append([ci[1] + 0.5, moment(z_s, x_s) / M_exact - 1, F / M_exact - 1])
    row = table[-1]
    print(f"  {s:5.3f} {row[0]:.3e} {100*row[1]:.4f} {100*row[2]:.5f}")
table = np.array(table)
ratios = table[-2] / table[-1]
assert np.all(abs(ratios - [4, 2, 4]) < [0.01, 0.15, 0.4]), ratios
print("last halving ratios: " + ", ".join(f"{q:.3f}" for q in ratios))

# linear coefficient of the plain error, from d ln M / d zeta and d ln M / d xi
slope_z, slope_x = 3 / 2 - 5 / 1.5, 5 - 5 / 1.5
linear = 0.1 * slope_z - 0.05 * slope_x
tiny = 1e-4
measured = (moment(1 + 0.1 * tiny, 0.5 - 0.05 * tiny) / M_exact - 1) / tiny
assert abs(measured - linear) < 1e-4
print(f"d ln M/d zeta={slope_z:.5f}, d ln M/d xi={slope_x:.5f} a0")
print(f"linear plain error at s=1: {100*linear:.3f} %")

# leading second-order error of F predicted from the state errors, s = 1/8
over_s = (2 * np.sqrt(z_s) / (1 + z_s)) ** 3
over_p = (2 * np.sqrt(0.5 * x_s) / (0.5 + x_s)) ** 5
cross = moment(z_s, x_s) - moment(z_s, 0.5) - moment(1, x_s) + M_exact
predicted = (1 - over_s) + (1 - over_p) - cross / M_exact
assert abs(predicted / table[-1, 2] - 1) < 0.2   # next order is left out
print(f"predicted F error at s=0.125: {100*predicted:.5f} %")

ea0 = charge * physical_constants["Bohr radius"][0]
print(f"e*a0 = {ea0:.5e} C m")
print(f"|dipole| exact  {M_exact*ea0:.4e} C m")
print(f"|dipole| plain  {plain*ea0:.4e} C m")
print(f"|dipole| stable {F10*ea0:.4e} C m (n=10)")
print("OK")
```

It prints:

```
Matrix model: measured order of the error
  energy: 2.001
  plain moment: 1.001
  F, perturbed exact chi: 1.999
  F, solved chi: 1.998
  solved chi itself: 1.001
  one-step state correction: 3.002
  Ritz moment, chi not in space: 1.000
  Ritz moment, chi in space: 1.996
Hydrogen trial exponents: zeta=1.1, xi=0.45 1/a0
eps_1s=-0.495000 E_h, error 0.005000 E_h
eps_2p=-0.123750 E_h, error 0.001250 E_h
positivity limits: s -0.31250, p -0.09028 E_h
exact moment of z: 0.744936 a0 (grid 0.744961)
plain moment: 0.560547 a0, error -24.752 %
One auxiliary function b per state, projected to b':
  i: overlap <phi|b>=0.748174
  i: <b'|H-eps|b'>=0.182635 E_h, source=1.802836 a0
  i: <b'|H-eps|phi>=-0.024316 E_h, coef=-9.871266 a0/E_h
  f: overlap <phi|b>=0.616601
  f: <b'|H-eps|b'>=0.191106 E_h, source=0.563457 a0
  f: <b'|H-eps|phi>=-0.010020 E_h, coef=-2.948394 a0/E_h
n, correction i, correction f, F (a0), error of F (%)
   1 0.240026 0.029542 0.830115 11.4345
   2 0.106700 0.054522 0.721769 -3.1099
   3 0.122671 0.063572 0.746789 0.2488
   4 0.121915 0.066207 0.748669 0.5011
   6 0.121709 0.067035 0.749291 0.5847
  10 0.121701 0.067078 0.749326 0.5893
grid corrections: i 0.121725, f 0.067081 a0
s, energy error 1s (E_h), plain error (%), F error (%), n=10
  1.000 5.000e-03 -24.7523 0.58933
  0.500 1.250e-03 -12.8635 0.14391
  0.250 3.125e-04 -6.5506 0.03606
  0.125 7.812e-05 -3.3045 0.00905
last halving ratios: 4.000, 1.982, 3.982
d ln M/d zeta=-1.83333, d ln M/d xi=1.66667 a0
linear plain error at s=1: -26.667 %
predicted F error at s=0.125: 0.00863 %
e*a0 = 8.47835e-30 C m
|dipole| exact  6.3158e-30 C m
|dipole| plain  4.7525e-30 C m
|dipole| stable 6.3530e-30 C m (n=10)
OK
```
